# Negative Cross-Correlations in the Anyon Collider from Time-Domain Braiding

## Setting and conventions

Two chiral edges, u and d, of a Laughlin liquid with filling $\nu=1/m$ ($m=3,5,\dots$) meet at a quantum point contact (QPC). The QPC weakly transfers quasiparticles of charge $e^*=\nu e$. Upstream sources inject such quasiparticles at random, independent times, at rates $r_u=I_u/e^*$ and $r_d=I_d/e^*$. Define

$$r_+=r_u+r_d,\qquad I_\pm=I_u\pm I_d,\qquad \theta=kT/\hbar .$$

The tunnelling current $I_T$ is positive from u to d, so the outputs are $I_3=I_u-I_T$ and $I_4=I_d+I_T$. Correlations are two-sided and at zero frequency, $S_{34}=\int dt\,\langle\delta I_3(t)\,\delta I_4(0)\rangle$; a one-sided spectrum is twice as large.

Apart from the injected particles, the edges are in equilibrium at temperature $T$ and equal potentials. Tunnelling at the QPC is kept to lowest order. Each injected packet has a duration $w$ with $\theta w\ll1$ and $r_+w\ll1$; the effect of finite $w$ is treated below.

In the short-packet limit $w\to0$, balanced beams ($I_u=I_d$) give $S_{34}<0$ at every temperature. For the Lorentzian packets used below, at $\nu=1/3$, a finite width weakens the signal and can reverse its sign. The reversal occurs at $\theta w\approx0.09$–$0.1$ for weak beams ($r_+\lesssim0.15\,\theta$) and earlier for stronger ones ($\theta w\approx0.06$ at $r_+=1.4\,\theta$). The origin is a phase $2\pi\nu$ acquired when an injected anyon passes the QPC between two tunnelling events. These events create and remove a quasiparticle-quasihole pair, one member on each edge. The pair is a thermal fluctuation when $\hbar r_+\ll kT$ and a quantum fluctuation when $kT\ll\hbar r_+$. For free fermions the phase is $2\pi$ and this braiding contribution is absent.

## The passing anyon and its phase

A chiral edge has conductance $\nu e^2/h$, so a current $I$ on it is equivalent to a voltage $V=hI/(\nu e^2)$. The phase of the quasiparticle tunnelling amplitude then obeys

$$\dot\varphi=\frac{e^*V}{\hbar}=\frac{\nu e}{\hbar}\,\frac{hI}{\nu e^2}=\frac{2\pi I}{e}.$$

A packet of charge $\int I\,dt=\nu e$ shifts $\varphi$ by $2\pi\nu$. This is twice the exchange phase $\pi\nu$, as for one anyon taken fully around another. The packet is treated as a c-number shift of $\varphi$. This is natural because the quasiparticle creation operator is an exponential linear in the boson field; the detailed energy distribution produced by a real source is left out.

The equilibrium fluctuations of $\varphi$ follow from the current noise of a chiral edge, $(\nu e^2/h)\,\hbar\omega/(1-e^{-\omega/\theta})$. Multiplying by $(2\pi/e)^2/\omega^2$ and integrating over $d\omega/2\pi$ gives

$$\langle[\varphi(t)-\varphi(0)]\varphi(0)\rangle=\nu\int_{-\infty}^{\infty}\frac{d\omega}{\omega}\,\frac{e^{-i\omega t}-1}{1-e^{-\omega/\theta}} .$$

Folding negative frequencies onto positive ones leaves two parts. With a short-time cutoff $\tau_0$, the vacuum part is

$$\nu\int_0^\infty\frac{d\omega}{\omega}(e^{-i\omega t}-1)e^{-\omega\tau_0}=-\nu\ln(1+it/\tau_0).$$

The thermal part contains $1/(e^{\omega/\theta}-1)=\sum_{k\ge1}e^{-k\omega/\theta}$. Each term integrates to a logarithm:

$$-\nu\sum_{k\ge1}\ln\!\left(1+\frac{\theta^2t^2}{k^2}\right)=-\nu\ln\frac{\sinh\pi\theta t}{\pi\theta t}.$$

For a Gaussian field these expressions are the logarithm of the vertex correlator. The two edges fluctuate independently, so their correlators multiply. For $|t|\gg\tau_0$ the tunnelling correlator, divided by $\hbar^2$, is therefore

$$C(t)=K e^{-i\pi\nu\,\mathrm{sgn}\,t}\left[\frac{\pi\theta}{\sinh(\pi\theta|t|)}\right]^{2\nu},$$

where $K$ contains the squared tunnelling amplitude and the cutoff. Since $2\nu<1$, its time integral converges at $t=0$.

## Averaging over arrivals

The rate from u to d compares tunnelling at time $0$ with tunnelling at time $t$. A packet on u that arrives between them multiplies the product of amplitudes by $e^{2\pi i\nu\,\mathrm{sgn}\,t}$. A packet on d gives the conjugate factor. Short packets arriving outside the interval give no factor.

For a Poisson number $n$ with mean $\lambda$, $\langle e^{i\alpha n}\rangle=\exp[\lambda(e^{i\alpha}-1)]$. Using $\lambda=r_u|t|$ and $\lambda=r_d|t|$ for the two beams gives

$$\chi(t)=e^{-\kappa|t|+i\omega_0t},$$
$$\kappa=r_+(1-\cos2\pi\nu),\qquad \omega_0=(r_u-r_d)\sin2\pi\nu .$$

This is time-domain braiding. The processes "pair tunnels before the anyon passes" and "pair tunnels after it passes" interfere with relative phase $2\pi\nu$. Random arrivals destroy the interference at rate $\kappa$, and an imbalance gives it a net rotation $\omega_0$. The injected anyon need not itself tunnel.

A voltage $V$ between u and d adds $e^*V/\hbar$ to $\omega_0$; call the sum $\omega$. Because $C(-t)\chi(-t)=[C(t)\chi(t)]^*$, second-order perturbation theory gives

$$\Gamma_{ud}=\int dt\,C\chi=2K\,\mathrm{Re}\!\left[e^{-i\pi\nu}F(\kappa-i\omega)\right],$$
$$F(q)=\int_0^\infty dt\left[\frac{\pi\theta}{\sinh\pi\theta t}\right]^{2\nu}e^{-qt}.$$

The reverse rate $\Gamma_{du}$ has $\omega\to-\omega$, and $I_T=e^*(\Gamma_{ud}-\Gamma_{du})$.

## From rates to the output correlation

Count charge over a long time. Let $Q_u,Q_d$ be the thermal charges arriving on the edges, $N_u,N_d$ the injected numbers and $q$ the charge transferred from u to d:

$$Q_3=Q_u+e^*N_u-q,\qquad Q_4=Q_d+e^*N_d+q .$$

The inputs are independent of each other. The covariance of the outputs is therefore $-\mathrm{Var}(q)$, plus the covariance of $q$ with the u input, minus that with the d input. Three relations evaluate these terms.

First, to lowest order in tunnelling, transfers are independent events, so $\mathrm{Var}(q)$ per unit time is $S_{TT}=e^{*2}(\Gamma_{ud}+\Gamma_{du})$.

Second, the Poisson weight $p_n=e^{-\lambda}\lambda^n/n!$ satisfies $\lambda\,\partial_\lambda p_n=(n-\lambda)p_n$. Hence $\mathrm{Cov}(N,f)=\lambda\,\partial_\lambda\langle f\rangle$. This also holds when $f$ depends on the arrival times, because at fixed $n$ their distribution does not depend on $\lambda$.

Third, the thermal weight $\exp[-(H-V_uQ_u)/kT]$ contains a conserved edge charge. Differentiation gives $\mathrm{Cov}(Q_u,q)=kT\,\partial\langle q\rangle/\partial V_u$. The same holds for d, and $\langle q\rangle$ depends only on $V=V_u-V_d$, so the two thermal terms add.

The result is

$$S_{34}=-S_{TT}+2kT\frac{\partial I_T}{\partial V}+e^*\!\left(I_u\frac{\partial}{\partial I_u}-I_d\frac{\partial}{\partial I_d}\right)I_T .$$

The last term is positive for balanced beams: an excess of arrivals on u raises $I_T$, which carries charge to output 4. A negative $S_{34}$ means that this term does not compensate the other two.

## Balanced beams

At $\omega=0$,

$$S_{TT}=4Ke^{*2}\cos(\pi\nu)\,F(\kappa).$$

For the derivatives, $\partial_\omega\mathrm{Re}[e^{-i\pi\nu}F(\kappa-i\omega)]=\mathrm{Re}[-ie^{-i\pi\nu}F'(\kappa)]=-\sin(\pi\nu)F'(\kappa)$ at $\omega=0$. The reverse rate has the opposite slope, so

$$\partial_\omega(\Gamma_{ud}-\Gamma_{du})=-4K\sin(\pi\nu)F'(\kappa).$$

The thermal term multiplies this by $2kT\,e^{*2}/\hbar=2\theta e^{*2}$. In the injection term, the operator $r_u\partial_{r_u}-r_d\partial_{r_d}$ gives zero on $\kappa$ and $r_+\sin2\pi\nu$ on $\omega_0$. The multiplier is thus $e^{*2}r_+\sin2\pi\nu$.

To evaluate $F$, put $y=e^{-2\pi\theta t}$ and $z=\kappa/(2\pi\theta)$. Then $\sinh\pi\theta t=(1-y)/(2\sqrt y)$ and $dt=-dy/(2\pi\theta y)$, which gives

$$F(\kappa)=(2\pi\theta)^{2\nu-1}\int_0^1dy\,y^{\nu+z-1}(1-y)^{-2\nu}$$
$$=(2\pi\theta)^{2\nu-1}\frac{\Gamma(\nu+z)\,\Gamma(1-2\nu)}{\Gamma(1-\nu+z)} .$$

With $\psi$ the digamma function, its logarithmic derivative is

$$-\frac{F'(\kappa)}{F(\kappa)}=\frac{\Delta(z)}{2\pi\theta},\qquad \Delta(z)=\psi(1-\nu+z)-\psi(\nu+z).$$

The thermal term is then $S_{TT}\tan(\pi\nu)\Delta/\pi$. In the injection term, $\sin2\pi\nu\tan\pi\nu=2\sin^2\pi\nu=1-\cos2\pi\nu$, so it becomes $S_{TT}\,z\Delta$. Altogether

$$\boxed{S_{34}=S_{TT}\left\{\left[z+\frac{\tan\pi\nu}{\pi}\right]\Delta(z)-1\right\}}$$

Without injection, $z=0$ and $\Delta(0)=\pi\cot\pi\nu$, so $S_{34}=0$, as equilibrium requires. The same result follows if the passing phase is replaced by $2\pi$ while $C(t)$ is kept: then $\kappa=\omega_0=0$. The short-packet signal thus comes from the nontrivial phase.

## Why the sign is negative at every temperature

Since $S_{TT}>0$ and $\tan(\pi\nu)/\pi=1/\Delta(0)$, the sign is negative if $1/\Delta(z)>z+1/\Delta(0)$ for $z>0$. It is enough that $1/\Delta$ has slope greater than one, or $-\Delta'>\Delta^2$.

The integral representation of the digamma function gives

$$\Delta(z)=\int_0^\infty dt\,e^{-zt}h(t),\qquad h(t)=\frac{\sinh at}{\sinh(t/2)},\quad a=\tfrac12-\nu .$$

Therefore $-\Delta'$ is the Laplace transform of $t\,h(t)$, and $\Delta^2$ that of $\int_0^t ds\,h(s)h(t-s)$. It remains to show $h(s)h(t-s)<h(t)$. Differentiating twice,

$$(\ln h)''=\frac{1}{4\sinh^2(t/2)}-\frac{a^2}{\sinh^2(at)}<0,$$

because $x/\sinh x$ decreases with $x$ and $a<1/2$. A log-concave function satisfies $h(s)h(t-s)\le h(t/2)^2$. The double-angle formula gives

$$h(t)=h(t/2)\,\frac{\cosh(at/2)}{\cosh(t/4)},\qquad h(t/2)=\frac{\sinh(at/2)}{\sinh(t/4)} .$$

Since $\tanh(at/2)<\tanh(t/4)$, $h(t/2)$ is smaller than the ratio of hyperbolic cosines. Hence $h(t/2)^2<h(t)$, which completes the proof for $0<\nu<1/2$.

## Two limits of the normalized signal

The tunnelling strength cancels in

$$P=\frac{S_{34}}{e^*I_+\,\partial I_T/\partial I_-}=1+\frac{\tan\pi\nu}{\pi z}-\frac{1}{z\Delta(z)},$$

where the derivative is taken at $I_-=0$ and fixed $I_+$. The denominator is the injection term.

**Quantum pairs, $kT\ll\hbar r_+$.** For large $z$, $z\Delta\to1-2\nu$, so

$$P\to1-\frac1{1-2\nu}=-\frac{2\nu}{1-2\nu}.$$

At $\nu=1/3$ this is $-2$. Here $F\to\Gamma(1-2\nu)\kappa^{2\nu-1}$, so tunnelling grows as the beams are diluted. Lowest-order theory eventually fails if the current is reduced at zero temperature and fixed QPC setting.

**Thermal pairs, $\hbar r_+\ll kT$.** Expanding $1/\Delta(z)=1/\Delta(0)-z\Delta'(0)/\Delta(0)^2+\dots$ cancels the $1/z$ terms:

$$P\to1-\frac{\tan^2\pi\nu}{\pi^2}\left[\psi_1(\nu)-\psi_1(1-\nu)\right],$$

with $\psi_1=\psi'$. At $\nu=1/3$ this is $-1.137$. The correlation itself is now proportional to $r_+$. Neither formula may be continued to $\nu=1$: the time integrals used here require $2\nu<1$, and the direct process neglected for short anyon packets is all that remains for fermions.

## What changes for free fermions

Finite packets show the difference. Replace $t(e^{2\pi i\nu}-1)$ in $\ln\chi$, for a unit rate on u, by

$$J(t)=\int_{-\infty}^{\infty}ds\left\{e^{i[\varphi(s+t)-\varphi(s)]}-1\right\},\qquad \varphi(s)=2\nu\arctan\frac sw ,$$

which describes Lorentzian packets. For $\nu=1$, $e^{i\varphi(s)}=(w+is)/(w-is)=-1+2w/(w-is)$. Multiplying out the integrand leaves two single-pole terms, each integrating to $-2\pi w$ with symmetric limits, and one product term. Closing the latter around $s=iw$ gives

$$J(t)=-4\pi w+\frac{8\pi w^2}{2w-it}=\frac{4\pi i\,wt}{2w-it}.$$

This saturates at $-4\pi w$. Numerically, $|J|/w$ changes only from 12.3 to 12.6 between $t=10w$ and $1000w$. For $\nu=1/3$ it grows from 18 to 1732. A fermion therefore leaves no decay that accumulates with time.

What remains is direct tunnelling. At $T=0$ the fermion correlator is $K_1/(\tau_0+it)^2$, and $r_+w\ll1$ allows $\chi\simeq1+r_uJ+r_dJ^*$. Closing in the lower half-plane at $t=-2iw$,

$$\int dt\,\frac{K_1r_uJ(t)}{(\tau_0+it)^2}=\frac{16\pi^2w^2K_1r_u}{(\tau_0+2w)^2}\to4\pi^2K_1r_u\equiv Dr_u$$

for $\tau_0\ll w$. The term with $J^*$ has its poles in the upper half-plane and gives zero. Thus $\Gamma_{ud}=Dr_u$ and $\Gamma_{du}=Dr_d$: each particle tunnels only in its own direction, with a probability $D$ independent of $w$. At $T=0$, partition noise $-e^2Dr_+$ and the injection term $+e^2Dr_+$ cancel, so $S_{34}=0$ to first order in the arrival rate and in $D$.

For stationary sources with energy-resolved occupations $f_u,f_d$, scattering theory covers any $D$ and temperature. The output modes are $c_3=\sqrt{1-D}\,c_u+\sqrt D\,c_d$ and $c_4=-\sqrt D\,c_u+\sqrt{1-D}\,c_d$. For independent Gaussian inputs, Wick's theorem gives

$$\mathrm{Cov}(n_3,n_4)=-|\langle c_3^\dagger c_4\rangle|^2=-D(1-D)(f_u-f_d)^2 .$$

This vanishes for equal occupations. Unequal beams do give a negative signal: $f_u=0.1$, $f_d=0$ and $D=0.2$ yield $-0.2\times0.8\times0.1^2=-0.0016$. Balance is therefore part of the fermion null test. The null holds for these stationary inputs and, to the order used above, for packets at $T=0$. Balanced fermion packets of finite width at $T>0$ leave a positive $S_{34}$. To first order in $D$ and $r_+$ it is about $4\theta w\,e^2Dr_+$ for $\theta w\ll1$, so it vanishes as $\theta w\to0$, but it is already $0.30\,e^2Dr_+$ at $\theta w=0.1$.

## How large the effect is

Take $\nu=1/3$, $T=10$ mK, 5 pA per input, and an equilibrium QPC conductance of $0.02\,\nu e^2/h$. The charge is $e^*=5.34\times10^{-20}$ C, so

$$r_+=\frac{10^{-11}}{5.34\times10^{-20}}=1.87\times10^8\ \mathrm{s^{-1}},$$
$$\kappa=1.5\,r_+=2.81\times10^8\ \mathrm{s^{-1}} .$$

With $\theta=1.309\times10^9\ \mathrm{s^{-1}}$, $z=0.034$: the fluctuating pairs are mainly thermal. In units of $10^{-33}$ A²/Hz,

$$S_{34}=-67.29+59.31+3.67=-4.30 ,$$

the terms being tunnelling noise, thermal covariance and injection covariance (the sum was taken before rounding, so its last digit differs from that of the rounded terms). Hence $P=-4.30/3.67=-1.17$.

The comparison with equilibrium shows where the sign comes from here. Without injection, the first two terms are $-71.32$ and $+71.32$. Injection lowers the tunnelling noise by 4.03, but lowers the thermal covariance by 12.00. Braiding cuts off long times, and the response $-F'$ weights these more strongly than the noise $F$ does. The net change is $+4.03-12.00+3.67=-4.30$. In this regime the negative signal is therefore not an excess of tunnelling noise.

At fixed temperature, $P$ moves from $-1.14$ at a total current of 1 pA to $-1.40$ at 100 pA and $-1.86$ at 1000 pA, for short packets.

Packet width can matter more than $\theta w\ll1$ suggests, depending on the packet shape. For the Lorentzian packets defined above, which have long tails, $S_{34}$ is multiplied, relative to the short-packet value, by 0.993, 0.951 and 0.717 for $w=0.1$, 1 and 10 ps, although $\theta w$ is only 0.013 in the last case. The tails of $\varphi$ explain the trend. For $t\gg w$, $\varphi(s)\simeq\pm\pi\nu-2\nu w/s$, and integrating over arrivals inside and outside the interval gives, to logarithmic accuracy,

$$\delta J\simeq4i\nu w\ln(t/w)\,(1-e^{2\pi i\nu}).$$

Its positive imaginary part enlarges the injection term. In the thermal regime, with the logarithm treated as constant, the real part multiplies the equilibrium combination of noise and thermal covariance, which is zero. The relative change is then

$$\frac{\delta S_{34}}{S_{34}}\simeq\frac{8\nu\tan^2(\pi\nu)}{P}\,\theta w\ln\frac1{\theta w},$$

with $P$ at its thermal limit. At 1 ps this gives $-0.06$, against the computed $-0.049$.

## What to do in a measurement

- Balance the inputs and check that $S_{34}$ vanishes with both sources off. The signal above is about 6% of $S_{TT}$, so a small error in the thermal background matters.
- Measure $\partial I_T/\partial I_-$ with the dilute beams. It is 0.0069 in the example, whereas the response to a voltage bias is 0.020 in equilibrium. Using the latter would make $|P|$ almost three times too small.
- Compare data with $P(z)$ at the actual temperature, not with $-2$ by default, and remember that $P(z)$ is the $w\to0$ result. With $w\sim\hbar/(e^*V_s)$ and source transmission $T_s$, $r_+w\sim T_s/(\pi\nu)$. For $T_s=0.05$, $V_s=100\ \mu$V and $T=25$ mK, Lorentzian packets give $P\approx-0.06$ instead of the short-packet $-1.29$, so in that regime the packet shape decides the value.
- Keep packets short, but with $\hbar/w$ well below the bulk gap, since the edge model fails above it. In temperature units $\hbar/w$ is 0.76 K at 10 ps, 7.6 K at 1 ps and 76 K at 0.1 ps. The gap at $\nu=1/3$ is typically a few kelvin, so the two shorter widths above only illustrate the mathematical limit. If a source at bias $V_s$ produces $w\sim\hbar/(e^*V_s)$, 10 ps corresponds to $e^*V_s\sim kT/(\theta w)\approx76\,kT$, that is $V_s\approx200\ \mu$V and a source transmission of only 0.002 for 5 pA. The correction to $S_{34}$ for Lorentzian packets is still 28%. The injection term grows by 28% as well, so $P$ changes more, from $-1.17$ to $-0.66$ (and from $-1.40$ to $-0.59$ at 100 pA). At 1000 pA such packets would also have $r_+w\approx0.19$, so the dilute limit is no longer secure.
- Do not read the braiding phase from $P$ alone. The power law of $C(t)$ also enters, and only in this ideal edge model does $\nu$ fix both. Extra edge modes, interactions between edges or non-Poisson sources require a new calculation.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
filling nu: 0.333333
quasiparticle charge: 5.34059e-20 C
braiding phase per anyon: 2.094395 rad
temperature: 10.0 mK
current per input: 5.0 pA
thermal rate kT/hbar: 1.3092e+09 1/s
total arrival rate: 1.8725e+08 1/s
braiding decay rate kappa: 2.8087e+08 1/s
kappa/(2 pi theta): 0.03414
QPC conductance / (nu e^2/h): 0.020
QPC tunnelling conductance: 2.5827e-07 S
dI_T/dI_minus, dilute beams: 0.00688
equilibrium tunnelling noise: 7.1316e-32 A^2/Hz
tunnelling noise S_TT: 6.7289e-32 A^2/Hz
thermal cross term: 5.9313e-32 A^2/Hz
injection cross term: 3.6733e-33 A^2/Hz
output correlation S34: -4.3031e-33 A^2/Hz
P in the example: -1.1715
P limit kT << hbar r: -2.0000
P limit kT >> hbar r: -1.1374
P at total current 1 pA: -1.1409
P at total current 10 pA: -1.1715
P at total current 100 pA: -1.3991
P at total current 1000 pA: -1.8572
S34(width)/S34(0), 10.0 ps: 0.7167
S34(width)/S34(0), 1.0 ps: 0.9513
S34(width)/S34(0), 0.1 ps: 0.9929
anyon |J|/w at t=10w: 18.127
anyon |J|/w at t=1000w: 1732.124
fermion |J|/w at t=10w: 12.322
fermion |J|/w at t=1000w: 12.566
fermion forward rate / direct value: 0.9975
fermion backward rate / direct value: 0.0000
fermion |covariance|, f=0.1,0.1, D=0.2: 0.000000
fermion covariance, f=0.1,0, D=0.2: -0.001600
```
